# Bracketing the Hydrogen C6 Coefficient with Padé Approximants from Cauchy Moments: verification in Python

```python
"""
Result under test: for a ground-state atom with oscillator strengths f >= 0,
  alpha(i xi) = (e^2/m) sum f/(w^2 + xi^2)
is bounded below by the n-pole Pade approximant built from the Cauchy moments
S(-2)...S(-4n), and above by the n-pole approximant built from S(0)...S(-4n+2).
The C6 coefficients of the two approximants bracket the C6 of two H atoms.
Symbols: S(-2k) = sum f w^(-2k), x = xi^2, t = 1/w^2.
Internally lengths are in a0, energies in E_h, frequencies in E_h/hbar;
results are converted to SI with scipy.constants.
"""
from fractions import Fraction
from math import factorial, pi
import numpy as np
import sympy as sp
from mpmath import mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh

mp.dps = 80
N_MAX = 8


# ---------- exact Cauchy moments of hydrogen ----------
def invert_h(source):
    """Solve (H-E0) y = source for p waves; lists hold coefficients of
    r^j exp(-r) cos(theta)."""
    rest = list(source)
    y = [Fraction(0)] * (len(rest) + 1)
    for m in range(len(rest) - 1, -1, -1):
        y[m + 1] = rest[m] / (m + 1)
        if m > 0:
            rest[m - 1] += y[m + 1] * Fraction(m * (m + 3), 2)
    return y


def overlap_with_z(g):
    """<0| z |g> for the normalized 1s state, with g multiplying psi_1s."""
    return Fraction(4, 3) * sum(
        c * Fraction(factorial(3 + j), 2 ** (4 + j)) for j, c in enumerate(g))


# (H-E0) turns r exp(-r) cos(theta) into exp(-r) cos(theta)
moments = [2 * overlap_with_z([Fraction(1)])]
g = [Fraction(0), Fraction(1)]
for k in range(1, 2 * N_MAX + 1):
    g = invert_h(g)
    moments.append(2 * overlap_with_z(g))
    g = invert_h(g)


# ---------- Gauss rule (pole sum) from moments ----------
def to_mp(q):
    return mp.mpf(q.numerator) / q.denominator


def gauss_from_moments(mom):
    n = len(mom) // 2
    m = [to_mp(q) for q in mom]
    hankel = mp.matrix(n, n)
    rhs = mp.matrix(n, 1)
    for i in range(n):
        rhs[i] = -m[i + n]
        for j in range(n):
            hankel[i, j] = m[i + j]
    c = mp.lu_solve(hankel, rhs)
    poly = [mp.mpf(1)] + [c[i] for i in range(n - 1, -1, -1)]
    roots = mp.polyroots(poly, maxsteps=500, extraprec=400)
    nodes = sorted([mp.re(z) for z in roots], reverse=True)
    vander = mp.matrix(n, n)
    first = mp.matrix(n, 1)
    for i in range(n):
        first[i] = m[i]
        for j in range(n):
            vander[i, j] = nodes[j] ** i
    w = mp.lu_solve(vander, first)
    weights = [w[i] for i in range(n)]
    for p in range(2 * n):  # the upper n moments are a genuine test
        total = sum(a * b ** p for a, b in zip(weights, nodes))
        assert abs(total / m[p] - 1) < mp.mpf(10) ** (-35)
    return nodes, weights


def poles(n, kind):
    """Frequencies and strengths of the lower or upper approximant."""
    if kind == "lower":
        t, w = gauss_from_moments(moments[1:2 * n + 1])
        f = [a / b for a, b in zip(w, t)]
    else:
        t, f = gauss_from_moments(moments[0:2 * n])
    assert min(t) > 0 and min(f) > 0
    assert max(t) < mp.mpf(64) / 9  # nodes stay inside the spectrum
    return (np.array([float(1 / mp.sqrt(a)) for a in t]),
            np.array([float(a) for a in f]))


def alpha(xi, w, f):
    return float(np.sum(f / (w ** 2 + xi ** 2)))


def c6_poles(w, f):
    return 1.5 * float(np.sum(np.outer(f / w, f / w)
                              / (w[:, None] + w[None, :])))


low = {n: poles(n, "lower") for n in range(1, N_MAX + 1)}
upp = {n: poles(n, "upper") for n in range(1, N_MAX + 1)}


# ---------- independent reference: Sturmian diagonalization ----------
def sturmian_matrices(size):
    """H-E0 and overlap for u_k ~ r^2 exp(-r) L_k^(3)(2r)."""
    k = np.arange(size)
    off = -0.5 * np.sqrt((k[:-1] + 1.0) * (k[:-1] + 4.0))
    return (np.diag(k + 1.0),
            np.diag(k + 2.0) + np.diag(off, 1) + np.diag(off, -1))


# check the matrices against their defining integrals
r = sp.symbols("r", positive=True)


def radial_integral(poly):
    """Integral of poly(r) exp(-2r) over r > 0."""
    terms = sp.Poly(sp.expand(poly), r).terms()
    return sum(c * sp.factorial(p[0]) / sp.Integer(2) ** (p[0] + 1)
               for p, c in terms)


q = [sp.expand(r ** 2 * sp.assoc_laguerre(k, 3, 2 * r)) for k in range(4)]
q = [p / sp.sqrt(radial_integral(p ** 2 / r)) for p in q]
h_small, s_small = sturmian_matrices(4)
for i in range(4):
    for j in range(4):
        second = sp.diff(q[j], r, 2) - 2 * sp.diff(q[j], r) + q[j]
        hq = -second / 2 + (1 / r ** 2 - 1 / r + sp.Rational(1, 2)) * q[j]
        assert abs(float(radial_integral(q[i] * hq)) - h_small[i, j]) < 1e-12
        assert abs(float(radial_integral(q[i] * q[j])) - s_small[i, j]) < 1e-12


def spectrum(size):
    """Excitation energies and squared z matrix elements of 1s."""
    h, s = sturmian_matrices(size)
    tau, v = eigh(s, h)  # tau = 1 / excitation energy
    amp = (v.T @ s[:, 0]) / np.sqrt(2.0) / np.sqrt(tau)
    return 1 / tau, amp ** 2


dipole_tensor = np.diag([1.0, 1.0, -2.0])
angular = np.sum(dipole_tensor ** 2)


def c6_perturbation(energy, z2):
    return angular * float(np.sum(np.outer(z2, z2)
                                  / (energy[:, None] + energy[None, :])))


e_ref, z2_ref = spectrum(60)
f_ref = 2 * e_ref * z2_ref
c6_ref = c6_perturbation(e_ref, z2_ref)
c6_smaller_basis = c6_perturbation(*spectrum(40))
assert abs(c6_ref - c6_smaller_basis) < 1e-8
assert abs(e_ref.min() - 3 / 8) < 1e-10
for k in range(0, 9):
    direct = np.sum(f_ref * e_ref ** (-2.0 * k))
    assert abs(direct / float(moments[k]) - 1) < 1e-9

# frequency integral against the second-order perturbation sum
integral = quad(lambda s: alpha(s, e_ref, f_ref) ** 2, 0, np.inf,
                epsabs=1e-11, epsrel=1e-10, limit=300)[0]
assert abs(3 / pi * integral / c6_ref - 1) < 1e-7

# ---------- pole sums are Pade approximants; plain [n/n] ----------
series = [(-1) ** k * to_mp(moments[k + 1]) for k in range(2 * N_MAX)]
plain_limit = {}
for n in (1, 2, 3):
    p, d = mp.pade(series[:2 * n], n - 1, n)
    for xi in (0.5, 1.0, 3.0):
        val = mp.polyval(p[::-1], xi ** 2) / mp.polyval(d[::-1], xi ** 2)
        assert abs(float(val) / alpha(xi, *low[n]) - 1) < 1e-12
    p, d = mp.pade(series[:2 * n + 1], n, n)
    for xi in (0.5, 1.0, 3.0, 10.0):
        val = mp.polyval(p[::-1], xi ** 2) / mp.polyval(d[::-1], xi ** 2)
        assert float(val) > alpha(xi, e_ref, f_ref)
    plain_limit[n] = float(p[n] / d[n])
    assert plain_limit[n] > 0

# ---------- error identities ----------
t_ref = e_ref ** -2.0
for n in (1, 2, 3):
    for xi in (0.7, 1.0, 3.0):
        x = xi ** 2
        exact = alpha(xi, e_ref, f_ref)
        for kind, (w, f) in (("lower", low[n]), ("upper", upp[n])):
            nodes = w ** -2.0
            p_t = np.prod(t_ref[:, None] - nodes[None, :], axis=1)
            p_x = np.prod(-1 / x - nodes)
            core = p_t ** 2 / (p_x ** 2 * (1 + x * t_ref))
            if kind == "lower":
                gap, formula = exact - alpha(xi, w, f), np.sum(
                    f_ref * t_ref * core)
            else:
                gap, formula = alpha(xi, w, f) - exact, np.sum(
                    f_ref * core) / x
            assert abs(gap / formula - 1) < 1e-6

# ---------- bounds, nesting and the C6 bracket ----------
for xi in (0.5, 1.0, 3.0, 10.0):
    exact = alpha(xi, e_ref, f_ref)
    lows = [alpha(xi, *low[n]) for n in range(1, 6)]
    upps = [alpha(xi, *upp[n]) for n in range(1, 6)]
    assert all(a < b for a, b in zip(lows, lows[1:])) and lows[-1] < exact
    assert all(a > b for a, b in zip(upps, upps[1:])) and upps[-1] > exact
c6_low = [c6_poles(*low[n]) for n in range(1, N_MAX + 1)]
c6_upp = [c6_poles(*upp[n]) for n in range(1, N_MAX + 1)]
assert all(a < b for a, b in zip(c6_low, c6_low[1:]))
assert all(a > b for a, b in zip(c6_upp, c6_upp[1:]))
assert c6_low[-1] < c6_ref < c6_upp[-1]

# ---------- a negative strength destroys the lower bound ----------
signed_w = [Fraction(3, 2), Fraction(-1, 2)]
signed_t = [Fraction(1), Fraction(1, 2)]
signed_mom = [sum(a * b ** k for a, b in zip(signed_w, signed_t))
              for k in range(2)]
node, weight = gauss_from_moments(signed_mom)
signed_pade = float(weight[0] / (1 + node[0]))
signed_true = float(sum(a / (1 + b) for a, b in zip(signed_w, signed_t)))
assert signed_pade > signed_true

# ---------- SI conversion ----------
hbar, e, m_e = const.hbar, const.e, const.m_e
hartree = const.physical_constants["Hartree energy"][0]
a0 = const.physical_constants["Bohr radius"][0]
w_unit = hartree / hbar
alpha_unit = e ** 2 / m_e / w_unit ** 2
c6_front = 3 * hbar * e ** 4 / (2 * (4 * pi * const.epsilon_0) ** 2 * m_e ** 2)
c6_unit = c6_front / w_unit ** 3 / 1.5
assert abs(c6_unit / (hartree * a0 ** 6) - 1) < 1e-7
A, C, W = alpha_unit / 1e-41, c6_unit / 1e-79, w_unit / 1e16

print(f"frequency unit E_h/hbar = {w_unit:.6e} rad/s")
print(f"polarizability unit (e^2/m_e)(hbar/E_h)^2 = {alpha_unit:.6e} C m^2/V")
print(f"C6 prefactor 3 hbar e^4/(2(4 pi eps0)^2 m_e^2) = {c6_front:.6e} J m^6/s^3")
print("reduced moments S(-2k)*(E_h/hbar)^(2k), dimensionless:")
for k in range(5):
    print(f"  k={k}: {moments[k]} = {float(moments[k]):.6f}")
print(f"static polarizability = {float(moments[1]) * A:.5f} e-41 C m^2/V")
print("poles: frequency in 1e16 rad/s, strength dimensionless")
for n in (1, 2):
    for name, data in (("lower", low[n]), ("upper", upp[n])):
        items = "; ".join(f"{a * W:.5f}, {b:.5f}" for a, b in zip(*data))
        print(f"  n={n} {name}: {items}")
print("alpha(i xi) at xi = E_h/hbar, in 1e-41 C m^2/V: lower, upper")
for n in range(1, 6):
    print(f"  n={n}: {alpha(1.0, *low[n]) * A:.7f}, "
          f"{alpha(1.0, *upp[n]) * A:.7f}")
print(f"  reference: {alpha(1.0, e_ref, f_ref) * A:.7f}")
print("plain [n/n] Pade, limit xi->infinity, in 1e-41 C m^2/V:")
for n in (1, 2, 3):
    print(f"  n={n}: {plain_limit[n] * A:.5f}")
print("C6 of H-H in 1e-79 J m^6: lower, upper, width")
for n in range(1, N_MAX + 1):
    a, b = c6_low[n - 1] * C, c6_upp[n - 1] * C
    print(f"  n={n}: {a:.7f}, {b:.7f}, {b - a:.2e}")
print(f"  reference (60 Sturmians): {c6_ref * C:.7f}")
print(f"final bracket, n={N_MAX}: {c6_low[-1]:.7f} to {c6_upp[-1]:.7f} E_h a0^6")
print(f"reference: {c6_ref:.7f} E_h a0^6")
print(f"reference change from 40 to 60 Sturmians: "
      f"{abs(c6_ref - c6_smaller_basis):.1e} E_h a0^6")
print(f"signed example at x=1 (dimensionless): Pade {signed_pade:.5f}, "
      f"true {signed_true:.5f}")
print("done: every assertion held")
```

Running it gives:

```
frequency unit E_h/hbar = 4.134137e+16 rad/s
polarizability unit (e^2/m_e)(hbar/E_h)^2 = 1.648777e-41 C m^2/V
C6 prefactor 3 hbar e^4/(2(4 pi eps0)^2 m_e^2) = 1.014644e-29 J m^6/s^3
reduced moments S(-2k)*(E_h/hbar)^(2k), dimensionless:
  k=0: 1 = 1.000000
  k=1: 9/2 = 4.500000
  k=2: 319/12 = 26.583333
  k=3: 297541/1728 = 172.188079
  k=4: 289165453/248832 = 1162.091102
static polarizability = 7.41950 e-41 C m^2/V
poles: frequency in 1e16 rad/s, strength dimensionless
  n=1 lower: 1.70093, 0.76176
  n=1 upper: 1.94885, 1.00000
  n=2 lower: 1.56989, 0.49404; 2.54905, 0.40831
  n=2 upper: 1.59828, 0.56893; 3.25933, 0.43107
alpha(i xi) at xi = E_h/hbar, in 1e-41 C m^2/V: lower, upper
  n=1: 1.0741364, 1.3489996
  n=2: 1.1996715, 1.2543707
  n=3: 1.2199127, 1.2304890
  n=4: 1.2233949, 1.2253508
  n=5: 1.2239961, 1.2243452
  reference: 1.2241194
plain [n/n] Pade, limit xi->infinity, in 1e-41 C m^2/V:
  n=1: 0.65278
  n=2: 0.13864
  n=3: 0.04413
C6 of H-H in 1e-79 J m^6: lower, upper, width
  n=1: 5.9821278, 6.8540598, 8.72e-01
  n=2: 6.1944192, 6.2610187, 6.66e-02
  n=3: 6.2161283, 6.2280195, 1.19e-02
  n=4: 6.2201476, 6.2233486, 3.20e-03
  n=5: 6.2211999, 6.2223079, 1.11e-03
  n=6: 6.2215461, 6.2220011, 4.55e-04
  n=7: 6.2216800, 6.2218915, 2.11e-04
  n=8: 6.2217385, 6.2218464, 1.08e-04
  reference (60 Sturmians): 6.2218019
final bracket, n=8: 6.4989605 to 6.4990732 E_h a0^6
reference: 6.4990267 E_h a0^6
reference change from 40 to 60 Sturmians: 1.8e-15 E_h a0^6
signed example at x=1 (dimensionless): Pade 0.44444, true 0.41667
done: every assertion held
```
